# Do neighbouring indium atoms in a dilute alloy prove clustering?

**Question**

I have an atom-by-atom model of a zincblende III-V alloy in which 5 per cent of the cations are indium and the rest are gallium. When I mark the indium atoms, nearly half of them have another indium atom among their nearest cations. There are also pairs, triplets and a few larger groups. If indium were distributed at random, I would expect only about 5 per cent of the indium atoms to have such a neighbour. Doesn't this show that the indium has clustered during growth? If not, what would show it?

**Answer**

No. The 5 per cent is the chance that *one chosen* neighbouring site holds indium. You are asking whether *any of twelve* sites does, and that chance is much larger. To find out whether the indium has clustered, you have to compare the count with what chance alone would give.

I take "random" to mean that each cation site holds indium with the same probability $x$, independently of all other sites. "Clustering" means that indium atoms are found together more often than independent occupation allows, once any known variation of composition has been taken into account. A set of indium atoms linked by nearest-cation contacts I call a connected group, because such groups also form by chance.

**Counting the neighbours**

The cations of a zincblende crystal form a face-centred cubic lattice. In units of $a/2$, where $a$ is the lattice parameter, the nearest cations of a site at the origin lie at $(\pm1,\pm1,0)$, $(\pm1,0,\pm1)$ and $(0,\pm1,\pm1)$. That is three sets of four, so there are 12, at the distance

$$
\frac a2\sqrt{1^2+1^2}=\frac{a}{\sqrt2}.
$$

With $a=0.57$ nm this is 0.403 nm. These cations are not bonded directly to each other; each such pair shares one anion, which lies off the line joining them (bond angle 109.5°).

Pick an indium atom. Because the sites are independent, knowing that the centre is indium tells us nothing about the shell. Each of the 12 sites is free of indium with probability $1-x$, and all of them are with probability $(1-x)^{12}$. Having at least one indium neighbour is the complementary event:

$$
f=1-(1-x)^{12}.
$$

For $x=0.05$,

$$
f=1-0.95^{12}=1-0.5404=0.4596 .
$$

So about 46 per cent of the indium atoms have an indium neighbour in an alloy with no tendency to cluster at all. Direct counts in randomly filled lattices gave 45.97 per cent.

The same argument gives the whole distribution. There are $\binom{12}{k}$ ways to choose which $k$ sites hold indium, so

$$
P(k)=\binom{12}{k}x^k(1-x)^{12-k}.
$$

This gives 0.5404, 0.3413, 0.0988 and 0.0173 for $k=0,1,2,3$. The mean number of indium neighbours is $12x=0.60$. It exceeds $f$ because an atom with two indium neighbours counts twice in the mean but once in $f$. When $x$ is very small, double neighbours are rare and $f\approx12x$: twelve times your expectation, not equal to it. As $x$ approaches 1, $f$ approaches 1.

A real sample has a fixed number $n$ of indium atoms on $N$ sites. Once the centre is indium, $n-1$ indium atoms remain for $N-1$ sites, and the chance of an empty shell is

$$
\prod_{j=0}^{11}\frac{N-n-j}{N-1-j}.
$$

For large $N$ at fixed $x=n/N$, each factor tends to $1-x$, and the earlier result returns.

**Ask the gallium atoms the same question**

The derivation never used the fact that the central atom was indium. A gallium atom in the same random alloy therefore has the same 46 per cent chance of an indium neighbour, and the direct count for gallium was also 45.97 per cent. If indium atoms sought each other's company, the share around indium would exceed the share around gallium. In an alloy of uniform composition this is a useful first check.

**Why groups appear as well**

An indium atom is isolated with probability $(1-x)^{12}$, or 54.04 per cent. To find the share that belongs to groups of exactly two, we need the number of sites bordering a pair.

Put the pair at the origin and at $\mathbf e=(1,1,0)$, again in units of $a/2$. A site $\mathbf d$ neighbours both if $|\mathbf d|^2=2$ and $|\mathbf d-\mathbf e|^2=2$. Expanding the second condition gives $2-2\,\mathbf d\cdot\mathbf e+2=2$, hence $\mathbf d\cdot\mathbf e=1$, or $d_1+d_2=1$. Among the twelve neighbour vectors, this selects $(1,0,\pm1)$ and $(0,1,\pm1)$: four shared sites. Each member of the pair has 11 neighbours besides its partner, so the pair has $11+11-4=18$ bordering sites.

The partner can be at any of 12 positions, it must be indium, and the 18 bordering sites must not be. These 12 cases exclude one another, so their probabilities add:

$$
f_2=12x(1-x)^{18}=0.2383 .
$$

The remainder, $1-0.5404-0.2383=0.2213$, belongs to groups of three or more. More than a fifth of the indium is thus in triplets or larger groups by chance.

For a sense of scale, take a cube of 35 lattice parameters per edge, which is 19.95 nm. It has four cations per cubic cell, or $4\times35^3=171\,500$ cations, of which 8575 are indium. About 3941 of these are expected to have an indium neighbour. In random cubes of this size, the largest connected group contained 10.6 atoms on average. A picture showing one group of ten is therefore no evidence of attraction either.

**A measure of the excess**

Let $p$ be the probability that a neighbour of an indium atom is indium. Randomness predicts $p=x$, so define

$$
\alpha=\frac{p-x}{1-x}.
$$

It is zero for a large random alloy, positive if indium neighbours are in excess, and negative if indium atoms avoid each other. Unlike $f$, it uses every indium neighbour, not just the first.

A finite random sample will not give zero, so we need the expected scatter. Let $s_i=1$ for indium and 0 for gallium. There are $12N/2=6N$ nearest-cation pairs, ignoring surfaces. If $N_{\rm II}$ of them are indium-indium pairs, then $p=2N_{\rm II}/(12n)=N_{\rm II}/(6Nx)$. Now expand the sum over pairs:

$$
\sum_{\rm pairs}(s_i-x)(s_j-x)
=N_{\rm II}-x(12n)+6Nx^2
=N_{\rm II}-6Nx^2 .
$$

The middle term arises because each indium atom belongs to 12 pairs; the last step uses $n=xN$. Substituting $N_{\rm II}=6Nxp$ and dividing by $6Nx(1-x)$ gives

$$
\alpha=\frac{1}{6Nx(1-x)}\sum_{\rm pairs}(s_i-x)(s_j-x).
$$

For independent sites, $s_i-x$ has mean zero and variance $x(1-x)$. Each term in the sum has mean zero and variance $[x(1-x)]^2$. Two different pairs share at most one site, so their product contains at least one unshared factor of mean zero. The terms are therefore uncorrelated and their variances add:

$$
\sigma_\alpha=\frac{\sqrt{6N}\,x(1-x)}{6Nx(1-x)}=\frac1{\sqrt{6N}} .
$$

For the cube, $\sigma_\alpha=0.00099$. Here $x$ is the sample's own composition, $n/N$, while the variance was calculated as if the sites were independent. Fixing the number of indium atoms makes the sites very slightly dependent, but the exact fixed-number value for this cube, 0.000986, equals $1/\sqrt{6N}$ to these digits. Counts in 300 cubes with a fixed number gave 0.00097, which agrees within their sampling error of about 4 per cent. Fixing the number also shifts the mean slightly. The expected $p$ becomes $(n-1)/(N-1)$, and

$$
\frac{n-1}{N-1}-\frac nN=-\frac{N-n}{N(N-1)}=-\frac{1-x}{N-1},
$$

so the mean of $\alpha$ is $-1/(N-1)$, far below the scatter.

A random cube should contain $6Nx^2\approx2573$ indium-indium pairs. An excess of three standard deviations, $\alpha\approx0.00296$, corresponds to $6Nx(1-x)\alpha\approx145$ additional pairs. That excess, not the 2573 pairs themselves, would be the evidence.

**If some atoms were not detected**

In your model every cation is known. In an atom-probe measurement, some atoms are lost. Suppose each is detected independently with probability $\eta$. A neighbouring site then shows an indium atom with probability $\eta x$, and

$$
f_{\rm app}=1-(1-\eta x)^{12}.
$$

For $\eta=0.60$ this is $1-0.97^{12}=30.62$ per cent. Someone comparing it with 46 per cent would conclude, wrongly, that indium atoms avoid each other. The composition is not biased if both species are detected equally well. Nor is $p$, provided it is calculated among *detected* neighbouring cations, since $\eta$ then cancels between the indium neighbours and all neighbours. The price is more scatter. A pair survives with probability $\eta^2$, so $6N$ becomes about $6N\eta^2$ and $\sigma_\alpha$ grows by $1/\eta$.

**A composition profile can imitate clustering**

A more serious trap is a composition that varies through the sample. During growth, some indium may stay at the surface instead of being buried. Suppose a fraction $R$ of the available surface indium moves on to the next layer. Let $S_n$ be the amount carried forward after layer $n$, with $S_0=0$, and let each deposited layer supply $x_0$. Then

$$
S_n=R(S_{n-1}+x_0),\qquad x_n=(1-R)(S_{n-1}+x_0).
$$

Repeated use of the first equation gives a geometric sum,

$$
S_n=x_0(R+R^2+\cdots+R^n)=x_0\frac{R(1-R^n)}{1-R}.
$$

Inserting $S_{n-1}$ into the second gives

$$
x_n=x_0(R-R^n)+x_0(1-R)=x_0(1-R^n).
$$

After the indium supply stops at layer $M$, each layer keeps $1-R$ of what arrives and passes on $R$, so $x_n=x_0(1-R^M)R^{n-M}$.

On a (001) growth surface, a cation has four nearest cations in its own layer, four in the layer below and four in the layer above. If the atoms are random within each layer, the chance of an indium neighbour is

$$
f_n=1-[(1-x_{n-1})(1-x_n)(1-x_{n+1})]^4 .
$$

The share for indium atoms is the average of $f_n$ weighted by $x_n$, because that is where they sit. For gallium the weight is $1-x_n$.

Take $x_0=0.05$, $M=20$ layers (5.70 nm) and $R=0.80$, and analyse a window of 40 layers (11.40 nm) from the start of deposition. The composition peaks at 0.0494, but its mean over the window is 0.0249. Inserting this mean into the uniform formula predicts that 26.15 per cent of indium atoms have an indium neighbour. The correct random value for this profile is 37.19 per cent. The gallium share is 23.95 per cent, so even the gallium check suggests clustering. Yet no indium atom attracts another in this model. The indium atoms are simply found more often in the indium-rich layers. Most of this false signal comes from the window, which is twice the deposited thickness and so averages the indium-containing layer with its barrier. Without segregation ($R=0$) the same window gives an even larger gap, 44.73 per cent against 26.20 per cent; segregation smooths the profile and narrows it. If only the 20 deposited layers are analysed, $R=0.80$ gives 40.61 per cent against 38.82 per cent from the mean composition, and an apparent $\alpha$ of 0.0029.

The effect on $\alpha$ can be estimated when composition changes slowly from layer to layer. Then a neighbour sees nearly the same composition as the central atom, and

$$
p\approx\frac{\sum_n x_n^2}{\sum_n x_n}
=\frac{\bar x^2+\operatorname{var}(x)}{\bar x},
\qquad
\alpha_{\rm app}\approx\frac{\operatorname{var}(x)}{\bar x(1-\bar x)} .
$$

This gives 0.0145; the layer-by-layer expression gives 0.0143. Both are large compared with the random scatter of $\alpha$ in this window, about 0.0016 for the lateral size of the cube above.

The remedy is to keep the profile in the comparison. Shuffle the cation labels within each (001) layer, recount, and repeat. This preserves every layer's composition while removing correlations within and between layers. Lateral composition variations are destroyed by the shuffle, so they will still show up as an excess. Whether to call them clusters or composition modulation then depends on their size and shape.

**What a real attraction would do**

Suppose each nearest indium-indium pair lowers the energy by $\varepsilon$, and the cations reach equilibrium at temperature $T$. In the quasi-chemical approximation, the surroundings of a pair enter only through one factor $g$ for each species. The pair probabilities are then proportional to $g_{\rm I}^2e^{\varepsilon/k_BT}$ for indium-indium, $g_{\rm G}^2$ for gallium-gallium, and $g_{\rm I}g_{\rm G}$ for one ordered mixed pair. The factors cancel in

$$
\frac{P_{\rm II}P_{\rm GG}}{P_{\rm IG}^2}=e^{\varepsilon/k_BT}.
$$

From the definition of $\alpha$, $P_{\rm II}=xp=x^2+\alpha x(1-x)$. Subtracting from $x$ gives $P_{\rm IG}=x(1-x)(1-\alpha)$, and subtracting that from $1-x$ gives $P_{\rm GG}=(1-x)^2+\alpha x(1-x)$. To first order in $\alpha$, the left side is

$$
1+\alpha\left[\frac{1-x}{x}+\frac{x}{1-x}+2\right]
=1+\frac{\alpha}{x(1-x)},
$$

because $(1-x)^2+x^2+2x(1-x)=1$. Hence, for weak attraction,

$$
\alpha\approx x(1-x)\left(e^{\varepsilon/k_BT}-1\right).
$$

As a trial value, let $\varepsilon=10$ meV at 900 K, where $k_BT=77.56$ meV. The exponential is 1.1376, so $\alpha\approx0.0475\times0.1376=0.0065$. The full quasi-chemical equation gives 0.0064, and an equilibrium lattice simulation gives 0.0065. This is 6.6 times the random scatter in the 20 nm cube, so it would be detectable there if all cations were identified and the composition were uniform.

Yet the share of indium atoms with an indium neighbour rises only from 46 to 49.5 per cent in the simulation, while the gallium share is 45.3 per cent. Even with this attraction, most of the neighbours you see would be there by chance. Treating the shell sites as independent, with $p$ in place of $x$, gives a slightly higher 49.95 per cent at the simulated composition of 0.0499. A lower simulated value is expected because the shell atoms also attract one another: they bunch in fewer shells and leave more shells empty.

**How this relates to a real alloy**

The lattice parameter and temperature are rough values for dilute indium gallium arsenide grown from the vapour. The value of $R$ represents strong segregation, and depends on temperature and growth conditions; $\eta=0.60$ is a plausible atom-probe efficiency. The 10 meV is an assumption, not a measured property of that alloy. In an atom-probe measurement, position errors can also be comparable with the 0.403 nm neighbour distance. They then mix the nearest shell with more distant ones, and the nearest-shell formulas above cannot be applied directly to the measured positions. The equilibrium model leaves out strain, longer-range forces and the kinetics by which a growing surface freezes in its arrangement, so its $\alpha$ should not be read as a prediction for a grown film.

**What your 46 per cent does and does not tell you**

It is consistent with randomness, but does not prove it. Correlations could lie beyond the nearest shell. A modest excess within the growth planes could also be cancelled by a deficit between them, leaving the average number of indium neighbours unchanged and the share close to its random value.

The share can differ greatly in other arrangements at the same 5 per cent. If all indium sat on one simple cubic subset of the cation lattice, with spacing $a$, no two indium atoms would be nearest cations and the share would be zero. There is room for this, since the subset contains a quarter of the sites. If all indium were gathered in one large compact precipitate, every indium atom would have an indium neighbour and the share would be 100 per cent.

For your model, I would first check whether the composition is uniform, then calculate $\alpha$ and compare it with $1/\sqrt{6N}$. At free surfaces, count only the neighbours actually present when you calculate $p$; dividing by 12 for every atom would make $\alpha$ too low. In the scatter, replace $6N$ by the actual number of nearest-cation pairs, which is smaller. If the composition varies along the growth direction, use the layer-by-layer shuffle as the reference. A reproducible excess over the appropriate random reference is evidence of correlation; the sight of neighbouring indium atoms is not. The numerical output below gives the values for the examples used here.

## Computed results

```
indium fraction x: 0.05; nearest cations: 12
lattice parameter: 0.57 nm; neighbour distance: 0.403 nm
cube edge: 35 cells = 19.95 nm
cations in cube: 171500; indium atoms: 8575
sites bordering a neighbouring pair: 18
mean number of In neighbours: 0.60
(1-x)^12: 0.5404
In with an In neighbour, formula: 45.96 %
In with an In neighbour, counted: 45.97 %
Ga with an In neighbour, counted: 45.97 %
sample-to-sample deviation of In share: 0.62 % points
expected In atoms with an In neighbour: 3941
expected In-In neighbour pairs: 2573
P(0 In neighbours), formula / counted: 0.5404 / 0.5403
P(1 In neighbours), formula / counted: 0.3413 / 0.3415
P(2 In neighbours), formula / counted: 0.0988 / 0.0986
P(3 In neighbours), formula / counted: 0.0173 / 0.0173
In in exact pairs, formula / counted: 23.83 / 23.74 %
In in groups of three or more, formula: 22.13 %
mean size of largest group in cube: 10.6 atoms
standard deviation of alpha, formula / counted: 0.00099 / 0.00097
detection efficiency: 0.60
apparent In share after detection, formula / counted: 30.62 / 30.62 %
segregation probability R: 0.80
deposited layers: 20 = 5.70 nm
window: 40 layers = 11.40 nm
peak In fraction in profile: 0.0494
mean In fraction in window: 0.0249
In share, sharp layer without segregation: 44.73 %
In share, segregated layer, formula / counted: 37.19 / 37.19 %
share expected from mean window composition: 26.15 %
Ga share in segregated window, formula / counted: 23.95 / 23.92 %
apparent alpha in window, layer formula / counted: 0.0143 / 0.0144
apparent alpha from composition variance: 0.0145
assumed attraction: 10.0 meV; temperature: 900 K; kT: 77.56 meV
Boltzmann factor of a pair: 1.1376
In fraction in attraction simulation: 0.0499
alpha with attraction, quasi-chemical / simulated: 0.0064 / 0.0065
In share with attraction, estimate / simulated: 49.95 / 49.50 %
Ga share with attraction, simulated: 45.26 %
simulated alpha / random deviation in cube: 6.6
```
